Thawed Gaussian propagation in Hagedorn's form: constraints, splitting and exactness

A Gaussian wave packet with two coordinates is propagated for 40 fs in an anharmonic potential. Its equations of motion, in the linear form for the width matrices Q and P derived below, are integrated by explicit Euler steps of 0.1 fs, and the total probability falls from 1 to 0.963. (The size and even the sign of the change depend on which form of the equations is discretized.) A rule with the same step, which needs no higher derivatives of the potential than Euler does, ends at 1.00000000. The differential equations conserve the norm, so the missing 3.7 per cent belongs to the integrator. To see what Euler destroys, one needs the quantities that carry the norm.

What the packet has to satisfy

Take D coordinates x and the Hamiltonian

H = ½ p̂ᵀM⁻¹p̂ + V(x,t),

with M constant, real, symmetric and positive definite, and V real and smooth. Let the packet be centred at q(t) with mean momentum p(t), both real. With y = x − q, write

ψ = exp{(i/ħ)[½ yᵀAy + pᵀy + γ]}.

A is a complex symmetric matrix with positive definite imaginary part, and γ is a complex number. This form cannot survive in a general potential. It can survive if V is replaced by its second-order Taylor polynomial about the moving centre,

U = V + gᵀy + ½ yᵀKy,

where V, the gradient g and the matrix K of second derivatives are taken at (q,t). The width follows K and is free to change, hence "thawed".

Since ẏ = −q̇ and A is symmetric, the time derivative is

iħ ∂ψ/∂t = −[½ yᵀȦy − q̇ᵀAy + ṗᵀy − pᵀq̇ + γ̇] ψ.

The gradient is ∇ψ = (i/ħ)(Ay + p)ψ. Differentiating again gives one term from Ay and one from ψ, so the kinetic energy acts as

−(ħ²/2) ∇ᵀM⁻¹∇ψ = [½ (Ay + p)ᵀM⁻¹(Ay + p) − (iħ/2) Tr(M⁻¹A)] ψ.

Now equate powers of y in iħ ∂ψ/∂t = (T + U)ψ, where T is the kinetic energy.

Second power: −½Ȧ = ½AM⁻¹A + ½K.

First power: Aq̇ − ṗ = AM⁻¹p + g.

Zeroth power: pᵀq̇ − γ̇ = ½pᵀM⁻¹p − (iħ/2)Tr(M⁻¹A) + V.

The imaginary part of the first-power equation is (Im A)(q̇ − M⁻¹p) = 0. Since Im A is invertible, q̇ = M⁻¹p, and the rest gives ṗ = −g. The centre follows a classical trajectory. Heller's equations are therefore

q̇ = M⁻¹p,  ṗ = −g,
Ȧ = −AM⁻¹A − K,
γ̇ = ½pᵀM⁻¹p − V + (iħ/2)Tr(M⁻¹A).

They are correct but awkward to discretize. The equation for A is nonlinear, and the norm depends on a relation between Im γ and det(Im A) that separate approximate updates need not respect.

Making the width equation linear

Set A = PQ⁻¹ with complex D×D matrices obeying

Q̇ = M⁻¹P,  Ṗ = −KQ.

Then, using d(Q⁻¹)/dt = −Q⁻¹Q̇Q⁻¹,

Ȧ = ṖQ⁻¹ − PQ⁻¹Q̇Q⁻¹ = −K − AM⁻¹A,

which is the required equation. The trace can now be integrated, because

d ln det Q/dt = Tr(Q⁻¹Q̇) = Tr(Q⁻¹M⁻¹P) = Tr(M⁻¹A).

Hence γ = S + (iħ/2) ln det Q + constant, with

Ṡ = ½pᵀM⁻¹p − V.

Multiplying the logarithm by i/ħ gives −½ ln det Q. The packet in Hagedorn's form is

ψ = (πħ)^(−D/4) (det Q)^(−1/2) exp{(i/ħ)[½ yᵀPQ⁻¹y + pᵀy + S]}.

The square root must be followed continuously in time. A separate integration of Heller's equations for the anharmonic example agrees with this form to about 10⁻¹¹ in A, relative to its largest element, and to 4×10⁻¹² in the ratio of the prefactors.

Many pairs Q, P give the same A, since a common factor on the right cancels. Two constraints restrict them:

QᵀP − PᵀQ = 0,
Q†P − P†Q = 2iI.

For a given initial A one may take Q = (Im A)^(−1/2), which is real and symmetric, and P = AQ. The left sides are then Q(A − A)Q = 0 and Q(A − A*)Q = 2iI. In SI units Q is measured in (s/kg)^½ and P in (kg/s)^½.

Why the constraints carry the norm

First, Q is invertible. If Qv = 0, then v†(Q†P − P†Q)v = 0, while the second constraint makes it 2i|v|². So v = 0.

Next, the first constraint makes A symmetric:

A − Aᵀ = (Qᵀ)⁻¹(QᵀP − PᵀQ)Q⁻¹ = 0.

The second gives

A − A† = (Q†)⁻¹(Q†P − P†Q)Q⁻¹ = 2i(QQ†)⁻¹.

For symmetric A, A† = A*, so the left side is 2i Im A and

Im A = (QQ†)⁻¹.

This matrix is real and positive definite. The norm follows from the Gaussian integral:

‖ψ‖² = (πħ)^(−D/2) |det Q|⁻¹ ∫ exp(−yᵀ(Im A)y/ħ) dy
= |det Q|⁻¹ [det(Im A)]^(−1/2) = 1.

The same integral gives the position covariance (ħ/2)(Im A)⁻¹ = (ħ/2)QQ†. For the momenta, (p̂ − p)ψ = Ayψ, so the covariance is (ħ/2)A*QQ†Aᵀ. As QQ† is real, it equals Q*Qᵀ, and the product becomes (ħ/2)P*Pᵀ. Momentum components commute, so this Hermitian matrix is also symmetric and hence real; it equals (ħ/2)PP†.

It remains to show that the constraints persist. Differentiate the first:

d(QᵀP)/dt = PᵀM⁻¹P − QᵀKQ,
d(PᵀQ)/dt = −QᵀKQ + PᵀM⁻¹P.

The right sides are equal, so the difference is constant. Replacing ᵀ by † changes nothing, because M⁻¹ and K are real and symmetric. The norm is thus 1 at all times for which the trajectory exists, for anharmonic V as well.

There is a classical reading. Write Q = Q₁ + iQ₂ and P = P₁ + iP₂ with real parts and define

a = Q₁ᵀP₁ − P₁ᵀQ₁,  b = Q₂ᵀP₂ − P₂ᵀQ₂,  c = Q₁ᵀP₂ − P₁ᵀQ₂.

Multiplying out gives

QᵀP − PᵀQ = a − b + i(c − cᵀ),
Q†P − P†Q = a + b + i(c + cᵀ).

The constraints therefore hold if and only if a = b = 0 and c = I. With

F = [[Q₁, Q₂],[P₁, P₂]],  J = [[0, I],[−I, 0]],

one finds FᵀJF = [[a, c],[−cᵀ, b]]. The two constraints together say that F is symplectic, FᵀJF = J. Moreover, small displacements of a classical trajectory obey δq̇ = M⁻¹δp and δṗ = −Kδq, the same equations as the columns of F. The width matrices are carried by the derivative of the classical flow. Differences of neighbouring trajectories reproduce Q and P at 40 fs to about 10⁻⁹ of the largest element of each matrix.

What Euler does to them

One Euler step takes Q to Q + hM⁻¹P and P to P − hKQ. In the second constraint the terms linear in h cancel as above, but the quadratic ones remain:

change of (Q†P − P†Q) = h²(Q†KM⁻¹P − P†M⁻¹KQ).

In one dimension this is h²k/m times the old value, with k the second derivative. The constraint is multiplied by 1 + h²k/m at every step, and while k keeps its sign the errors accumulate: the constraint grows for positive k and shrinks for negative k.

For several dimensions, the lost norm can be estimated from det F. Suppose the constraints are slightly violated. To first order,

(det F)² = det(FᵀJF) = 1 + 2Tr(c − I),

so det F = 1 + Tr(c − I). Let W = (Q†P − P†Q)/(2i), whose trace is Tr c. For real y, Im(yᵀAy) = yᵀBy with B = (Q†)⁻¹WQ⁻¹. Only the real part of the Hermitian matrix B contributes. Its imaginary part is antisymmetric and small, so dropping it changes the determinant only at second order. Hence

‖ψ‖² ≈ (det W)^(−1/2) ≈ (det F)^(−1/2).

Each Euler step multiplies F by [[I, hM⁻¹],[−hK, I]], whose determinant is det(I + h²KM⁻¹) ≈ 1 + h²Tr(M⁻¹K). After n steps,

‖ψ‖² ≈ exp[−½h² Σ Tr(M⁻¹K)],

where the sum runs over the steps. At fixed duration n grows as 1/h, so the loss is of first order in h.

The example has masses of 1×10⁻²⁶ and 2×10⁻²⁶ kg, spring constants of 100 and 150 N/m, a bilinear coupling 30[1 + 0.5 sin(Ωt)] N/m with Ω = 5×10¹³ rad/s, which lies between 30 and 45 N/m during the 40 fs, and a quartic term λ|x|⁴/4 with λ = 5×10²¹ N/m³. These are round model parameters. At the start the diagonal second derivatives are 115.5 and 160.5 N/m, which gives

Tr(M⁻¹K) = 1.155×10²⁸ + 0.803×10²⁸ = 1.96×10²⁸ s⁻².

With h² = 10⁻³² s² and 400 steps, the exponent is −½ × 0.0783 = −0.039 and the estimate is 0.962. Without the quartic contribution the trace is 1.75×10²⁸ s⁻² and the estimate is 0.966. What enters the sum is the time average of the trace. Its quartic part is λ[(3q_x² + q_y²)/m_x + (q_x² + 3q_y²)/m_y], which at the printed centres for 0, 10, 20, 30 and 40 fs is 2.08, 0.60, 0.26, 2.21 and 2.25 in units of 10²⁷ s⁻². Simpson's rule gives a mean of 1.34×10²⁷ s⁻², so the mean trace is 1.88×10²⁸ s⁻², the exponent is −½ × 0.0754 and the estimate is 0.963, the computed value.

Dividing ψ by its norm would not be a repair. A constant factor leaves q, p and A unchanged, with their errors. The one-dimensional oscillator shows which error matters. There one Euler step equals (1 + h²ω²)^½ times the exact flow over the time arctan(hω)/ω. The factor cancels in A = P/Q, which is then accurate to second order, but it inflates the amplitude of the centre at every step, an error of first order at fixed duration. In the example, normalizing lowers the distance from the accurate packet only from 0.040 to 0.035, and nearly all of what remains comes from the centre.

A step made of shears

The unwanted h² term arises because Euler changes Q and P simultaneously from old values. Change one at a time instead. A kick of duration τ keeps q and Q fixed:

p → p − τg,  P → P − τKQ,  S → S − τV.

Then QᵀP and PᵀQ both change by −τQᵀKQ, and their difference is untouched. A drift keeps p and P fixed:

q → q + τM⁻¹p,  Q → Q + τM⁻¹P,  S → S + ½τpᵀM⁻¹p.

Now both products change by τPᵀM⁻¹P. The same cancellations hold with †. Both constraints survive for any τ, apart from rounding, and so does the norm.

The full step of length h is

1. a kick of h/2,
2. a drift of h,
3. a kick of h/2, with g, K and V recomputed at the new q.

Both kicks use the potential at the middle time t + h/2. This symmetry makes the method second order. The step with −h undoes the step with h. If one step had an error Ch² at leading order, going forward and back would leave 2Ch², so C = 0. The error per step is of order h³, and at fixed duration it is of order h².

The first step of the anharmonic run can be followed by hand. The y component starts at −2.0×10⁻¹¹ m with momentum 2.0×10⁻²³ kg m/s, and the gradient is −2.229×10⁻⁹ N. The half kick gives

p_y = 2.0×10⁻²³ + (0.5×10⁻¹⁶)(2.229×10⁻⁹) = 2.0111×10⁻²³ kg m/s.

The drift then gives

q_y = −2.0×10⁻¹¹ + 10⁻¹⁶ × 2.0111×10⁻²³/(2×10⁻²⁶) = −1.9899×10⁻¹¹ m.

Over the whole run the largest constraint error is 8×10⁻¹⁵ for the splitting and 0.09 for Euler. The distance between the split packet and an accurate solution of the same differential equations is 8.3×10⁻⁵ for h = 0.1 fs and 2.1×10⁻⁵ for half that step, the expected factor of four. Distances between wave functions are norms of their difference, overall phase included, and each packet has norm 1.

When the packet is the true solution

Because ψ solves the equation with U, inserting it into the true equation leaves

(iħ ∂/∂t − H)ψ = −(V − U)ψ.

If V is a polynomial of degree at most two in x, its second-order Taylor polynomial is V itself. The right side vanishes and ψ is an exact solution. The coefficients may depend on time, and K need not be positive.

The converse also holds. If ψ solves the true equation throughout a time interval, then (V − U)ψ = 0. A Gaussian has no zeros, so V = U at every x, and V is such a polynomial. For the quartic potential, finite differences of ψ at three points give a ratio of the defect, divided by ψ, to V − U whose real part is −1 within a few parts in 10⁶; the complex defect is checked to equal −(V − U) within 10⁻³ of the largest of the three values of V − U.

Three one-dimensional cases show what exactness contains. For a free particle with P₀ = i/Q₀ and real Q₀, Q = Q₀ + it/(mQ₀). Using σ² = ħ|Q|²/2,

σ² = σ₀² + ħ²t²/(4m²σ₀²),

the usual spreading. For an oscillator with Q₀² = 1/(mω), P₀ = imωQ₀ and Q = Q₀e^(iωt). The width is constant, and Q^(−1/2) supplies the zero-point phase e^(−iωt/2). For an inverted parabola V = −½mκ²x²,

Q = Q₀ cosh κt + (P₀/(mκ)) sinh κt.

The width eventually grows exponentially, yet the packet remains exact.

The splitting inherits this property. For quadratic V, a kick is multiplication of ψ by exp(−iτV(x)/ħ), because the exponent gains −τ(V + gᵀy + ½yᵀKy). A drift is the solution with V = 0, for which p and P are constant. Each substep is therefore the corresponding quantum substep. With λ = 0, the split packet and a split Fourier-grid propagation with the same h differ by 1.3×10⁻¹⁴.

Both share the splitting error. Against the accurately integrated packet, the grid result is off by 7.65×10⁻⁵ with h = 0.1 fs and by 1.91×10⁻⁵ with half the step. Extrapolating the grid result to h = 0 leaves 9×10⁻¹⁰. The quadratic approximation contributes no visible error, although the coupling varies in time and the packet breathes.

The sign of the square root

For the one-dimensional oscillator det Q turns once per period while its root changes sign; for an isotropic oscillator in D dimensions it turns D times. In general,

d(arg det Q)/dt = Im Tr(M⁻¹A) = Tr[M⁻¹(QQ†)⁻¹] > 0,

since both matrices are positive definite. The phase always increases. It may stay bounded, as for the one-dimensional free particle, where Q moves along a straight line that misses the origin, so that its phase advances by less than π (by less than π/2 for the start P₀ = i/Q₀ with real Q₀ used above), but for the oscillator it grows without limit. The cut of the principal square root is crossed each time the phase passes an odd multiple of π. In the quadratic run it reaches 7.13 rad. The principal value is 7.13 − 2π = 0.85 rad, and half the discarded 2π gives a factor −1. The packet built with the principal root lies at distance 2.00000 from the grid result, as −ψ does from ψ. The density would reveal nothing, but an autocorrelation function would have the wrong sign whenever the continuous phase lies between π and 3π, between 5π and 7π, and so on. The remedy is to add to the phase the multiple of 2π that brings it closest to its previous value, with steps short enough that it advances by less than π.

What conservation does not guarantee

Let e = ψ_exact − ψ, with e = 0 initially. Subtracting the two equations gives iħ ∂e/∂t = He + (V − U)ψ. The true evolution operator 𝒰(t,s) then yields

e(t) = (1/(iħ)) ∫₀ᵗ 𝒰(t,s)(V − U)ψ(s) ds.

Since 𝒰 preserves norms,

‖e(t)‖ ≤ (1/ħ) ∫₀ᵗ ‖(V − U)ψ(s)‖ ds.

This assumes that H generates a unitary evolution and that (V − U)ψ is normalizable. For the quartic term, expanding |q + y|⁴ gives

V − U = λ[(qᵀy)|y|² + ¼|y|⁴].

The error is driven by the change of curvature across the packet. The cubic part grows with the displacement of the centre, so a narrow packet far from the origin is not automatically safe.

Switching on λ, with everything else unchanged, raises the distance from the extrapolated grid result from 9×10⁻¹⁰ to 0.1055. The bound is 0.136. The squared overlap is 0.989. If the overlap had no phase, the distance would be [2 − 2√0.989]^½ = 0.1050, so nearly all of the error lies in the form of the wave function and little in its overall phase.

Throughout this run the thawed packet has norm 1 and satisfies both constraints. These checks expose an update of Q and P that breaks their symplectic structure, as Euler's does. They do not test the centre: if q and p were advanced by Euler steps and only Q and P by kicks and drifts, both constraints would still hold. Nor do they measure accuracy: in exact arithmetic the splitting passes them for any step length and for any real symmetric K, right or wrong, so a step that is too long has to be found by halving h. Nor can they detect a poor local quadratic approximation. For that, the integral of ‖(V − U)ψ‖/ħ is the useful quantity, because it needs only the packet and the potential. Once it is no longer small compared with 1, it guarantees little. A single Gaussian also cannot represent a wave function that divides into separated parts at a barrier, however accurately Q and P are integrated. The complete numerical output follows.

Table of computed values

```
masses (kg): 1.0e-26  2.0e-26
spring constants (N/m): [100. 150.]  mean coupling (N/m): 30.0
coupling modulation: depth 0.5, frequency 5.0e+13 rad/s
quartic strength lam (N/m^3): 5.0e+21
initial q (m): 3.0e-11  -2.0e-11  p (kg m/s): 0.0e+00  2.0e-23
initial position spreads (m): 1.0e-11  6.0e-12
initial diagonal of Q (s^1/2 kg^-1/2): 1.37714e+06  8.26282e+05
initial diagonal of P / i (kg^1/2 s^-1/2): 7.26145e-07  1.21024e-06
duration 40 fs, split step h = 0.10 fs
-- first split step, quartic potential --
gradient at start, t = h/2 (N): 2.59425e-09  -2.22888e-09
Hessian xx, xy, yy at start, t = h/2 (N/m): 1.15500e+02  2.40375e+01  1.60500e+02
q after step (m): 2.99987e-11  -1.98994e-11
p after step (kg m/s): -2.59538e-25  2.02221e-23
Q_xx after step, real, imag (s^1/2 kg^-1/2): 1.37706e+06  7.26145e+03
P_xx after step, real, imag (kg^1/2 s^-1/2): -1.59040e-08  7.26103e-07
S/hbar after step (rad): -0.046335
-- quadratic: t (fs), q_x, q_y, sigma_x, sigma_y (pm), arg det Q (rad) --
    0    30.000   -20.000    10.000     6.000   0.0000
   10    18.547    -6.287     7.062     5.537   1.4808
   20    -8.018     8.973     6.744     5.489   4.0051
   30   -30.625    19.524     9.721     5.835   5.5619
   40   -32.818    22.367     7.522     5.779   7.1327
-- quartic: t (fs), q_x, q_y, sigma_x, sigma_y (pm), arg det Q (rad) --
    0    30.000   -20.000    10.000     6.000   0.0000
   10    17.865    -6.074     6.569     5.433   1.5323
   20    -9.294     9.480     7.111     5.366   4.1761
   30   -31.245    20.099     9.998     5.841   5.6658
   40   -30.624    22.093     6.197     5.683   7.3961
-- comparison with the Fourier grid at the final time --
quadratic, distance to grid with h: 7.652e-05, h/2: 1.913e-05
quadratic, distance to extrapolated grid: 9.3e-10
quadratic, distance with principal square root: 2.00000
quadratic, split packet against grid, same h: 1.3e-14
quartic, distance to extrapolated grid: 0.1055
quartic, upper bound on that distance: 0.1358
quartic, squared overlap with extrapolated grid: 0.98900
-- structure, quartic potential --
defect / Taylor remainder at three points: -1.000000 -1.000003 -1.000000
relative difference Heller - Hagedorn: A 1.3e-11, prefactor 4.4e-12
relative difference of Q, P from classical flow: 8.6e-10
largest constraint error: split 8.0e-15, Euler 0.0899
squared norm at the end: split 1.00000000, Euler 0.96299
split packet, time-step error with h: 8.342e-05, h/2: 2.085e-05
```
